# Domain J-Integral and Phase Angle for a Thermally Stressed Interface Crack

## Result and conditions

Two homogeneous, isotropic, linearly elastic solids in plane strain meet on the line $y=0$, solid 1 above and solid 2 below. The line is cracked for $x<0$, with traction-free faces, and bonded for $x>0$. There are no body forces, and a prescribed temperature change $T$ produces the thermal strain $\alpha T\delta_{ij}$. The energy released per unit area of crack advance is

$$J=\int(\sigma_{ij}u_{i,1}-W\delta_{1j})\,q_{,j}\,dA+\int\sigma_{kk}\,\alpha T_{,1}\,q\,dA .\tag{1}$$

Here $q$ is a smooth weight equal to 1 around the tip and 0 on an outer rim, and $W$ is the elastic energy density. Indices $i,j$ run over the plane. The trace $\sigma_{kk}$ and the density $W$ include the out-of-plane stress. The value of $J$ does not depend on $q$.

The complex stress intensity $K$ is defined by the singular stress ahead of the tip,

$$\sigma_{22}+i\sigma_{12}=\frac{K\,x^{i\varepsilon}}{\sqrt{2\pi x}},\qquad J=\frac{|K|^2}{E^*\cosh^2\pi\varepsilon},\tag{2}$$

with $2/E^*=1/E_1'+1/E_2'$ and $E'=E/(1-\nu^2)$. The constant $\varepsilon$ depends on the two materials. Thus $J$ gives the size of $K$ but not its phase. When $\varepsilon\neq0$, the split into opening and shear needs a stated length $l$, and the mode measure is $\psi_l=\arg(Kl^{i\varepsilon})$.

## The domain integral as an energy derivative

Let the loading be thermal, with any boundary displacements held fixed, so that the potential energy is $\Pi=\int W\,dA$. Advance the tip by $\delta a$ by moving each point from $x$ to $x+q\,\delta a$. The motion is parallel to the interface, so each solid stays on its own side. Let every point carry its displacement along. To first order in $\delta a$:

- the displacement gradient changes by $-u_{i,1}q_{,j}\,\delta a$;
- the area element changes by the factor $1+q_{,1}\delta a$;
- the temperature at the moved point changes by $T_{,1}q\,\delta a$.

The true displacement after the advance differs from the carried one, but $\Pi$ is stationary with respect to displacement, so this difference enters at second order. Since $\sigma_{ij}$ is the derivative of $W$ with respect to elastic strain,

$$\delta\Pi=\delta a\int\left[Wq_{,1}-\sigma_{ij}u_{i,1}q_{,j}-\sigma_{kk}\alpha T_{,1}q\right]dA=-J\,\delta a .$$

This is (1), with its sign fixed by $J=-d\Pi/da$. Fixed tractions applied where $q=0$ add to $\Pi$ a load term that the carried displacement leaves unchanged, so (1) holds for them too.

To show independence of $q$, define $P_j=W\delta_{1j}-\sigma_{ij}u_{i,1}$. Equilibrium, $\sigma_{ij,j}=0$, and the chain rule $W_{,1}=\sigma_{ij}u_{i,1j}-\sigma_{kk}\alpha T_{,1}$ give

$$P_{j,j}=W_{,1}-\sigma_{ij}u_{i,1j}=-\sigma_{kk}\alpha T_{,1}.\tag{3}$$

Let $p=q_a-q_b$ be the difference of two weights. It vanishes near the tip and on the rim. Then

$$J_a-J_b=\int(-P_jp_{,j}+\sigma_{kk}\alpha T_{,1}p)\,dA=-\int(P_jp)_{,j}\,dA=0 .$$

The last step needs the boundary terms to vanish. On the bond, $P_2=-\sigma_{i2}u_{i,1}$ is continuous, because the traction and the derivative of $u$ along the bond are continuous. On a flat horizontal free face $n_1=0$ and $\sigma_{i2}=0$, so $P_jn_j=0$. A domain for $J$ may therefore touch the free top and bottom of a layered plate. On a bond inclined to the crack the argument fails: there $n_1\neq0$, so the jump of $W$ enters $P_jn_j$, and $u_{i,1}$ is no longer a derivative along the bond.

If $T_{,1}=0$, the second integral in (1) vanishes. Letting $q$ fall from 1 to 0 across a thin strip then turns (1) into the contour form $J=\oint P_jn_j\,ds$, with $n$ pointing away from the tip.

## The near-tip field

Write $z=x+iy$, $U=u_1+iu_2$ and $\kappa=3-4\nu$, and let $\mu$ be the shear modulus. Consider

$$2\mu U=\kappa\varphi(z)-\omega(\bar z)-(z-\bar z)\overline{\varphi'(z)} ,\tag{4}$$

with $\varphi$ and $\omega$ analytic. In plane strain without temperature change, Hooke's law reads

$$\sigma_{11}+\sigma_{22}=4(\lambda+\mu)\,\mathrm{Re}\,\partial_zU,\qquad \sigma_{11}-\sigma_{22}+2i\sigma_{12}=4\mu\,\partial_{\bar z}U .$$

Because $\lambda+\mu=\mu/(1-2\nu)$ and $\kappa-1=2(1-2\nu)$, the first relation gives $\sigma_{11}+\sigma_{22}=4\,\mathrm{Re}\,\varphi'$. The second gives $2[-\omega'(\bar z)+\overline{\varphi'}-(z-\bar z)\overline{\varphi''}]$. Half their difference is

$$\sigma_{22}-i\sigma_{12}=\varphi'(z)+\omega'(\bar z)+(z-\bar z)\overline{\varphi''(z)} .\tag{5}$$

Equilibrium in complex form is $\partial_z(\sigma_{11}-\sigma_{22}+2i\sigma_{12})+\partial_{\bar z}(\sigma_{11}+\sigma_{22})=0$. Its two terms are $-2\overline{\varphi''}$ and $+2\overline{\varphi''}$, so (4) is an equilibrium field.

On $y=0$ the last terms of (4) and (5) vanish. The choice $\omega_1=\varphi_2$, $\omega_2=\varphi_1$ makes the traction continuous along the whole line. Continuity of displacement on the bond requires

$$\frac{\kappa_1\varphi_1-\varphi_2}{\mu_1}=\frac{\kappa_2\varphi_2-\varphi_1}{\mu_2}
\;\Rightarrow\;\varphi_2=\rho\varphi_1,\quad
\rho=\frac{\kappa_1/\mu_1+1/\mu_2}{\kappa_2/\mu_2+1/\mu_1}.$$

Try $\varphi_1'=Az^s$. On the crack, $z=re^{\pm i\pi}$ above and below, and zero traction requires $e^{i\pi s}+\rho e^{-i\pi s}=0$, or $e^{2\pi is}=-\rho$. The singular solution of finite energy is

$$s=-\tfrac12-i\varepsilon,\qquad \varepsilon=\frac{\ln\rho}{2\pi}.$$

Ahead of the tip, $\sigma_{22}-i\sigma_{12}=A(1+\rho)x^s$. Taking the conjugate and comparing with (2) gives $K=\sqrt{2\pi}\,(1+\rho)\bar A$.

For the crack opening, free faces imply $\varphi_2(x^-)=-\varphi_1(x^+)$. The displacement jump is then $\varphi_1(x^+)$ times $(\kappa_1+1)/2\mu_1+(\kappa_2+1)/2\mu_2$. Since $(\kappa+1)/\mu=8/E'$, this factor is $8/E^*$. Integrating $\varphi_1'$ and using $1+\rho=2e^{\pi\varepsilon}\cosh\pi\varepsilon$, one finds, with $\delta_i$ the upper minus the lower displacement,

$$\delta_2+i\delta_1=\frac{8K\,r^{i\varepsilon}}{E^*(1+2i\varepsilon)\cosh\pi\varepsilon}\sqrt{\frac{r}{2\pi}} .\tag{6}$$

## Energy, and why the modes need a length

Closing the crack over a length $\Delta$ costs, per unit area,

$$G_I+G_{II}=\frac1{2\Delta}\int_0^\Delta\left[\sigma_{22}(x)\delta_2(\Delta-x)+\sigma_{12}(x)\delta_1(\Delta-x)\right]dx .$$

The bracket is the real part of $(\sigma_{22}+i\sigma_{12})\overline{(\delta_2+i\delta_1)}$. The required integral is

$$\int_0^\Delta x^{-1/2+i\varepsilon}(\Delta-x)^{1/2-i\varepsilon}dx=\Delta\,\Gamma(\tfrac12+i\varepsilon)\Gamma(\tfrac32-i\varepsilon)=\Delta\,\frac{(\frac12-i\varepsilon)\pi}{\cosh\pi\varepsilon}.$$

The factor $\frac12-i\varepsilon$ cancels $1-2i\varepsilon$ up to $\frac12$. The remaining constants are $\frac12\cdot\frac{8}{2\pi}\cdot\frac{\pi}{2}=1$, which proves the energy relation in (2).

The difference $G_I-G_{II}$ has the same form without the conjugate. It is the real part of a constant times $K^2\Delta^{2i\varepsilon}$. For $\varepsilon\ne0$ it oscillates in $\ln\Delta$ with period $\pi/|\varepsilon|$ and has no limit as $\Delta\to0$. Their sum stays fixed.

When $\varepsilon=0$, which includes identical solids, the difference is $\mathrm{Re}\,K^2/E^*$. Then $G_I=(\mathrm{Re}\,K)^2/E^*$ and $G_{II}=(\mathrm{Im}\,K)^2/E^*$, and no length is needed. Otherwise a phase quoted at $l$ is converted to another length $m$ by

$$\psi_m=\psi_l+\varepsilon\ln(m/l).\tag{7}$$

## Extracting the complex intensity

Add to the computed field an auxiliary near-tip field of intensity $K_a$ with no temperature change. The part of $J$ bilinear in the two fields is

$$M=\int(\sigma_{ij}u^a_{i,1}+\sigma^a_{ij}u_{i,1}-W_m\delta_{1j})q_{,j}\,dA+\int\sigma^a_{kk}\alpha T_{,1}q\,dA ,$$

where $W_m=\sigma^a_{ij}\varepsilon_{ij}-\alpha T\sigma^a_{kk}$ and $\sigma^a_{kk}=(1+\nu)(\sigma^a_{11}+\sigma^a_{22})$. From (2), $|K+K_a|^2-|K|^2-|K_a|^2=2\,\mathrm{Re}(K\bar K_a)$, so

$$M=\frac{2\,\mathrm{Re}(K\bar K_a)}{E^*\cosh^2\pi\varepsilon}.\tag{8}$$

Setting $K_a=1$ yields $\mathrm{Re}\,K$, and $K_a=i$ yields $\mathrm{Im}\,K$. The domain of $M$ must stay away from the outer free surfaces, because the auxiliary field has non-zero traction there.

The order of work is:

1. Solve for the displacement on a mesh refined towards the tip.
2. Evaluate (1) on several domains. If the values differ by more than the accepted error, refine the mesh or look for a missing term.
3. Evaluate (8) on several interior domains.
4. Compare $|K|^2/(E^*\cosh^2\pi\varepsilon)$ with $J$.
5. Report $J$ and $\psi_l$ together with $l$.

## What domain independence measures

A finite-element field satisfies equilibrium in the weighted sense, not at each point. Repeating the independence argument element by element, with $p=q_a-q_b$, leaves

$$J_a-J_b=-\sum_e\oint_{\partial e}P_jn_jp\,ds-\sum_e\int_e\sigma_{ij,j}u_{i,1}p\,dA ,\tag{9}$$

apart from quadrature error. The spread of $J$ thus responds to flux jumps between elements and to unbalanced stress inside them.

It does not detect every fault. If the temperature change is the only load and is entered with a wrong constant factor, all stresses and displacements scale together and $J$ is still domain independent, with a wrong value. An independent calculation made with the correct temperature change, such as an energy balance, can reveal this fault. Nor does $J$ control the phase. A small relative error in $J$ implies half that relative error in $|K|$ and says nothing about $\psi_l$.

## Worked example: a cooled film on a stiff layer

The parameters are round model values. The film has $E_1=20$ GPa, $\nu_1=0.3$, $\alpha_1=20\times10^{-6}$/K and thickness $h_1=10$ µm. The base has $E_2=200$ GPa, $\nu_2=0.2$, $\alpha_2=3\times10^{-6}$/K and $h_2=50$ µm. Both cool by 100 K. The crack is 150 µm long and the bonded part 250 µm. Lengths in powers such as $x^{i\varepsilon}$ are numbers of micrometres. Note that 1 GPa µm is 1000 J/m² and 1 GPa µm$^{1/2}$ is 1 MPa m$^{1/2}$.

**Material constants.** With $\mu_1=7.692$ GPa, $\mu_2=83.33$ GPa, $\kappa_1=1.8$ and $\kappa_2=2.2$,

$$\rho=\frac{0.2340+0.0120}{0.0264+0.1300}=1.573,\qquad \varepsilon=0.0721 .$$

**Energy balance.** Far ahead of the tip the bonded layers have $\varepsilon_{11}=e_0+cy$. Far behind it they are relaxed. The condition $\varepsilon_{33}=0$ gives $\sigma_{33}=\nu\sigma_{11}-E\alpha T$, and hence

$$\sigma_{11}=E'(\varepsilon_{11}-e^*),\quad e^*=(1+\nu)\alpha T,\quad W=\frac{\sigma_{11}^2}{2E'}+\frac{E\alpha^2T^2}{2}.$$

The last term is the same before and after separation. For a crack and bond long enough that the end regions do not interact with the tip, the released energy is therefore $G=\int\sigma_{11}^2/(2E')\,dy$. Zero net force and zero net moment determine $e_0$ and $c$:

$$\sum_m\int E_m'(e_0+cy-e_m^*)\,dy=0,\qquad \sum_m\int E_m'(e_0+cy-e_m^*)\,y\,dy=0 .$$

These conditions make $\int\sigma_{11}(e_0+cy)\,dy=0$. Replacing $\sigma_{11}/E'$ by $e_0+cy-e^*$ in $G$, and noting that the base carries the force opposite to the film force $N$, gives $G=\frac12N(e_2^*-e_1^*)$.

The free strains are $e_1^*=-2.60\times10^{-3}$ and $e_2^*=-0.36\times10^{-3}$. The solution is $e_0=-5.553\times10^{-4}$ and $c=-6.114\times10^{-6}$/µm, so the mean film strain is $-5.859\times10^{-4}$. Hence

$$N=21.978\times10\times(2.6000-0.5859)\times10^{-3}=0.4427\ \text{GPa µm},$$

$$G=\tfrac12(0.4427)(2.24\times10^{-3})=4.958\times10^{-4}\ \text{GPa µm}=0.496\ \text{J/m}^2 .$$

For an infinitely thick base the film stress would be $E_1'(e_2^*-e_1^*)=49.2$ MPa, and $G=\sigma^2h_1/(2E_1')=0.551$ J/m². The finite base deforms, relieves the film and lowers $G$ by about 10% of that value. These numbers assume $\varepsilon_{33}=0$, that is, both layers held against contraction out of the plane; the mismatch then involves $(1+\nu)\alpha$ and is non-zero even for equal $\alpha$ and unequal $\nu$. A film on a thick base that contracts freely is in equibiaxial stress $E_1(\alpha_1-\alpha_2)|T|/(1-\nu_1)=48.6$ MPa, which gives $G=0.537$ J/m².

**Domain independence.** The mesh has 3150 nine-node elements, with an edge of 0.005 µm next to the tip along the bond. Four domains, from a box of half-width 1 µm to one spanning the full thickness, give $J$ between 0.49573 and 0.49578 J/m². The spread is $1\times10^{-4}$ of the mean, and the energy balance gives 0.49577 J/m². Moving the tip by ±0.2 µm, solving again and differencing the energies gives 0.49578 J/m². These agreements test the first integral of (1), each with a relative tolerance of 0.5%; the second is zero at uniform temperature.

**Temperature gradient.** A gradient of $-0.40$ K/µm, with the same temperature at the tip, changes the picture. The first integral of (1) alone rises from 0.541 J/m² on the smallest domain to 1.217 J/m² on the largest. With the second integral, all four domains give 0.540 J/m². A drifting $J$ can thus come from an omitted thermal term on a mesh that is fine enough.

**Phase.** At $l=10$ µm, (8) gives $Kl^{i\varepsilon}=0.0781+0.1210i$ MPa m$^{1/2}$. The energy check is

$$\frac{0.0781^2+0.1210^2}{41.84}=4.96\times10^{-4}\ \text{GPa µm},$$

in agreement with $J$. The phase is $57.2^\circ$ at 10 µm. By (7) it falls by $\varepsilon\ln10=0.166$ rad, or $9.5^\circ$, per decade, to $47.7^\circ$ at 1 µm and $38.2^\circ$ at 0.1 µm. The same crack can thus be called mainly shear or mainly opening, according to $l$. An interface toughness that depends on phase must be quoted with its length, and its phases converted by (7) if that length differs from the one used for the crack.

The stresses on the mesh just above the bond, at 0.1 to 0.3 µm from the tip, follow (7) within $1.9^\circ$. The shift from 10 µm to 0.2 µm is $16^\circ$, so the stress phase there is clearly not the $57.2^\circ$ quoted at 10 µm. Across the window itself (7) changes by only $\varepsilon\ln3=4.5^\circ$, and a constant near $40^\circ$ lies within about $2^\circ$ of it. The comparison therefore fixes the phase near 0.2 µm but does not establish the logarithmic slope. The program does not determine the source of the remaining deviation.

The closure share $G_I/G$ of the singular field is 0.46, 0.78 and 0.98 for $\Delta=10$, 0.1 and 0.001 µm. The last value is not a limit, since the share repeats when $\ln\Delta$ changes by 43.6.

In this calculation, a domain of $M$ that touches the free surfaces gives a $K$ that is wrong by 85% of $|K|$, although $J$ on that same domain is correct. The size of this error has no general meaning: the auxiliary surface traction multiplies $u_{i,1}$ in the boundary term, and $u_{i,1}$ includes the arbitrary rigid rotation of the plate.

**Accuracy with a known answer.** Imposing the displacements of a chosen $K$ on the outer boundary returns that $K$ with a relative error of at most $3\times10^{-5}$, and $J$ within $6\times10^{-5}$. This tests the recovery of both phase and magnitude, but not the phase convention: a constant phase error common to the imposed and auxiliary fields would cancel in (8). The comparison with the interface stresses above would reveal such an error if it exceeded a few degrees.

## Limit of the open-crack model

By (6), for $\varepsilon>0$ and a crack that is open at $r=l$, which requires $|\psi_l-\arctan2\varepsilon|<\pi/2$, the opening first vanishes, going towards the tip, where $\psi_l+\varepsilon\ln(r/l)-\arctan2\varepsilon=-\pi/2$. In the example this gives

$$r_c=10\,\exp\left[-\frac{1.571+0.998-0.143}{0.0721}\right]\text{µm}\approx2\times10^{-14}\ \text{µm}.$$

This is far below atomic size, so the predicted overlap has no physical meaning here, and the crack is open at every mesh node. If $r_c$ were comparable with the film thickness, the assumption of traction-free faces would fail and contact would have to be included. It also fails when $|\psi_l-\arctan2\varepsilon|>\pi/2$ at the film thickness, whatever the formula gives for $r_c$. Heating the same bilayer, for example, reverses the sign of $K$ and closes the crack.

The model also leaves out plastic flow, friction and the toughness of the interface. It gives the energy available for delamination and the phase at which it is supplied; whether the film separates depends on a toughness known at that phase and length. The full set of values is in the numerical output.

## Computed results

```
film: E = 20 GPa, nu = 0.3, alpha = 20e-6 /K, thickness = 10 um
film: shear modulus = 7.6923 GPa, kappa = 1.80, E' = 21.9780 GPa
base: E = 200 GPa, nu = 0.2, alpha = 3e-6 /K, thickness = 50 um
base: shear modulus = 83.3333 GPa, kappa = 2.20, E' = 208.3333 GPa
temperature change = -100 K
crack length = 150 um, bonded length = 250 um
elements = 3150, unknowns = 25790
smallest element edge = 0.00500 um
exp(2 pi eps) = 1.57289, eps = 0.07208
E* = 39.7614 GPa, E* cosh^2(pi eps) = 41.8356 GPa
known-K test: largest relative error of K = 2.9e-05, of J = 5.6e-05
J, box 0.2 to 1.0 um = 0.49573 J/m^2
J, box 1.0 to 4.0 um = 0.49574 J/m^2
J, box 2.0 to 8.0 um = 0.49578 J/m^2
J, full height, 20 to 60 um = 0.49578 J/m^2
J mean = 0.49576 J/m^2, relative spread = 9.7e-05
bilayer mid strain at y=0 = -5.55348e-04, slope = -6.11411e-06 /um
G from bilayer energy balance = 0.49577 J/m^2
film stress on infinitely thick base = 49.231 MPa
G on infinitely thick base = 0.55138 J/m^2
G from re-solved energies, tip moved +-0.2 um = 0.49578 J/m^2
gradient case: dT/dx = -0.40 K/um
  J without gradient term = [0.5405 0.5497 0.5734 1.2174] J/m^2
  J with gradient term    = [0.5396 0.5396 0.5397 0.5397] J/m^2
  relative spreads = 1.254 without, 1.0e-04 with
K l^(i eps), l = 10 um, box 0.2 to 1.0 um = 0.07808 + 0.12101 i MPa sqrt(m)
K l^(i eps), l = 10 um, box 1.0 to 4.0 um = 0.07808 + 0.12101 i MPa sqrt(m)
K l^(i eps), l = 10 um, box 2.0 to 8.0 um = 0.07808 + 0.12100 i MPa sqrt(m)
|K| = 0.14401 MPa sqrt(m), relative spread of K = 1.9e-05
J from |K| = 0.49571 J/m^2
K error if its domain touches free surfaces = 0.85 (relative)
phase psi at l = 10 um = 57.17 degrees
phase psi at l = 1 um = 47.66 degrees
phase psi at l = 0.1 um = 38.15 degrees
phase psi at l = 0.001 um = 19.13 degrees
largest phase error of interface stress, r = 0.1 to 0.3 um = 1.88 degrees
G_I/G for closure length 10 um = 0.4585
G_I/G for closure length 0.1 um = 0.7764
G_I/G for closure length 0.001 um = 0.9769
period of G_I/G in ln(length) = 43.58
smallest crack opening on mesh = 0.4866 nm
predicted overlap radius = 2.44e-14 um
```
